# Crystal Orbital Hamilton Population as a Partition of the Band Energy

A crystal is described by one-electron states expanded in localized orbitals. Its band energy is a sum of eigenvalues, each belonging to a state spread over the whole crystal. The problem is to write this energy as a sum of terms belonging to atoms and to individual bonds, and to find out what such a bond term means.

**Setting.** The crystal has $N$ cells with periodic boundary conditions. Orbital $\mu$ in the cell at lattice vector $\mathbf T$ is $\phi_{\mu\mathbf T}$, and each orbital belongs to one atom. The orbitals may overlap but are linearly independent. By translational symmetry the matrix elements depend on the difference of cells:

$$H_{\mu\nu}(\mathbf R)=\langle\phi_{\mu\mathbf 0}|H|\phi_{\nu\mathbf R}\rangle,\qquad S_{\mu\nu}(\mathbf R)=\langle\phi_{\mu\mathbf 0}|\phi_{\nu\mathbf R}\rangle .$$

The periodic crystal is taken large enough that $\mathbf R$ and $-\mathbf R$ denote different cells for every interacting pair with $\mathbf R\neq\mathbf 0$. Each spatial state holds two electrons.

## (a) From the crystal to one k-point

**Question.** Use Bloch sums to reduce the eigenvalue problem of the crystal to one small matrix problem for each $\mathbf k$.

**Solution.** Define

$$\chi_{\mu\mathbf k}=\frac1{\sqrt N}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\phi_{\mu\mathbf T}.$$

The phase contains the cell vector, not the position of the atom within the cell. Insert two such sums into a matrix element and put $\mathbf T'=\mathbf T+\mathbf R$:

$$\langle\chi_{\mu\mathbf k}|H|\chi_{\nu\mathbf k'}\rangle=\left[\frac1N\sum_{\mathbf T}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf T}\right]\sum_{\mathbf R}e^{i\mathbf k'\cdot\mathbf R}H_{\mu\nu}(\mathbf R).$$

For the $N$ wave vectors allowed by the boundary conditions, the bracket is 1 if $\mathbf k=\mathbf k'$ and 0 otherwise. Different $\mathbf k$ therefore do not mix, and

$$H_{\mu\nu}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R).$$

The same steps give $S(\mathbf k)$. The states $\psi_{n\mathbf k}=\sum_\mu c_{\mu n}(\mathbf k)\chi_{\mu\mathbf k}$ obey

$$H(\mathbf k)c_n=\varepsilon_{n\mathbf k}S(\mathbf k)c_n,\qquad c_n^\dagger S(\mathbf k)c_n=1 .$$

## (b) The partition

**Question.** Write the band energy per cell as on-site terms plus one term per bond. Give the energy-resolved term for the bond from atom $A$ in cell $\mathbf 0$ to atom $B$ in cell $\mathbf R$.

**Solution.** Multiply the eigenvalue equation from the left by $c_n^\dagger$. The normalization removes the overlap on the right, and the lattice sum for $H(\mathbf k)$ gives

$$\varepsilon_{n\mathbf k}=c_n^\dagger H(\mathbf k)c_n=\sum_{\mathbf R}\sum_{\mu\nu}c_{\mu n}^*c_{\nu n}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R).\tag{1}$$

The density of states per cell, with both spins, is $D(E)=\frac2N\sum_{n\mathbf k}\delta(E-\varepsilon_{n\mathbf k})$. Since $E\,\delta(E-\varepsilon)=\varepsilon\,\delta(E-\varepsilon)$,

$$E\,D(E)=\frac2N\sum_{n\mathbf k}\delta(E-\varepsilon_{n\mathbf k})\sum_{\mathbf R}\sum_{\mu\nu}c_{\mu n}^*c_{\nu n}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R).\tag{2}$$

The terms are now sorted by atoms. Those with $\mathbf R=\mathbf 0$ and both orbitals on atom $A$ form the on-site term of $A$, including elements between different orbitals of that atom. Every other term joins two atoms and occurs in two orders: $(\mu,\nu,\mathbf R)$, and $(\nu,\mu,-\mathbf R)$ seen from the other end. Because $H$ is Hermitian, $H_{\nu\mu}(-\mathbf R)=H_{\mu\nu}(\mathbf R)^*$, so the second order contributes

$$c_{\nu n}^*c_{\mu n}e^{-i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R)^*=\left[c_{\mu n}^*c_{\nu n}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R)\right]^* .$$

The two orders add to twice the real part. With the spin factor 2, the crystal orbital Hamilton population of the bond is

$$\mathrm{COHP}_{A\mathbf 0,B\mathbf R}(E)=\frac4N\sum_{n\mathbf k}\sum_{\mu\in A,\,\nu\in B}\mathrm{Re}\left[c_{\mu n}^*c_{\nu n}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R)\right]\delta(E-\varepsilon_{n\mathbf k}).\tag{3}$$

Each bond is counted once per cell. If $A$ and $B$ are the same atom of the cell, $\mathbf R$ and $-\mathbf R$ describe one bond per cell, and one of the two is kept.

Integration of (3) up to the Fermi level gives the ICOHP, and integration of (2) gives

$$E_{\rm band}=\int^{E_F}E\,D(E)\,dE=\sum_A E_A^{\text{on-site}}+\sum_{\rm bonds}\mathrm{ICOHP}.\tag{4}$$

A negative COHP lowers the band energy and is called bonding; a positive one is called antibonding. With overlapping orbitals this sign refers to the chosen zero of energy, as (f) shows. Equation (4) holds for any number of k-points, because (1) holds at each of them. It divides the band energy and nothing else: the repulsion of the nuclei and the corrections for double-counted electron repulsion in a mean-field theory are outside it.

## (c) Phases and the real-space form

**Question.** How does (3) change if the Bloch sums carry phases at the atomic positions? How can the bond term be obtained without k-points?

**Solution.** Let orbital $\nu$ sit at $\boldsymbol\tau_\nu$ in its cell. With phases $e^{i\mathbf k\cdot(\mathbf T+\boldsymbol\tau_\nu)}$ the Bloch sum acquires the factor $e^{i\mathbf k\cdot\boldsymbol\tau_\nu}$. The state itself is unchanged, so its coefficient becomes $c'_\nu=e^{-i\mathbf k\cdot\boldsymbol\tau_\nu}c_\nu$. Therefore

$$c_\mu^*c_\nu e^{i\mathbf k\cdot\mathbf R}=c_\mu'^*c'_\nu e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_\nu-\boldsymbol\tau_\mu)} .$$

The primed coefficients need the full vector between the atoms in the exponent.

For the real-space form, the coefficient of $\phi_{\nu\mathbf R}$ in $\psi_{n\mathbf k}$ is $c_{\nu n}e^{i\mathbf k\cdot\mathbf R}/\sqrt N$. The density matrix is thus

$$P_{\nu\mathbf R,\mu\mathbf 0}=\frac2N\sum_{n\mathbf k}^{\rm occ}c_{\nu n}c_{\mu n}^*e^{i\mathbf k\cdot\mathbf R},$$

and the integral of (3) becomes

$$\mathrm{ICOHP}=2\,\mathrm{Re}\sum_{\mu\in A,\,\nu\in B}P_{\nu\mathbf R,\mu\mathbf 0}H_{\mu\nu}(\mathbf R).$$

This $P$ can be found by diagonalizing the whole periodic cluster in real space. The numerical check does so for the chain below and for a two-dimensional lattice with complex matrix elements, and tests the k-space formula against the result.

The energy-resolved form has a real-space counterpart too. Let the columns of $V$ be the cluster eigenvectors, with $V^\dagger SV=1$ and $V^\dagger HV=\varepsilon$ diagonal. Then $V^\dagger(zS-H)V=z-\varepsilon$, and inversion gives $G(z)=(zS-H)^{-1}=V(z-\varepsilon)^{-1}V^\dagger$. For real matrices $V$ can be chosen real, and at $z=E+i\eta$ the quantity $-\mathrm{Im}\,G/\pi$ contains each level as a Lorentzian of half-width $\eta$. For one orbital on each atom, the broadened COHP is therefore $-(4/\pi)H_{\mu\nu}(\mathbf R)\,\mathrm{Im}\,G_{\nu\mathbf R,\mu\mathbf 0}$.

## (d) Two states of a model chain

**Question.** A chain of cell length $a$ has atoms $A$ and $B$ in each cell, with one orbital on each. The parameters are round model values:

| Element | $H$ (eV) | $S$ |
|---|---|---|
| on-site $A$ | $e_A=-10$ | 1 |
| on-site $B$ | $e_B=-8$ | 1 |
| short $A$–$B$, same cell | $h_s=-4$ | 0.2 |
| long $A$–$B$, $B$ in the previous cell | $h_l=-2$ | 0.1 |
| $A$–$A$, adjacent cells | $h_{AA}=-0.5$ | 0.02 |

Divide the energy of the lower state at $k=0$ and at $k=\pi/a$, with two electrons in each.

**Solution.** The long bond has $R=-a$, so $H_{AB}(k)=h_s+h_le^{-ika}$. The $A$–$A$ neighbours on both sides give $H_{AA}(k)=e_A+2h_{AA}\cos ka$. At $k=0$,

$$H_{AA}=-11,\quad H_{AB}=-6\ \text{eV},\qquad S_{AA}=1.04,\quad S_{AB}=0.30 .$$

With $\varepsilon$ in eV, the secular equation is

$$(-11-1.04\varepsilon)(-8-\varepsilon)-(-6-0.3\varepsilon)^2=0 .$$

The product is $1.04\varepsilon^2+19.32\varepsilon+88$ and the square is $0.09\varepsilon^2+3.6\varepsilon+36$. Their difference gives $0.95\varepsilon^2+15.72\varepsilon+52=0$, whose lower root is $\varepsilon=-11.977$ eV. The normalized coefficients are $c_A=0.7518$ and $c_B=0.4549$. The contributions are

- on-site $A$: $2c_A^2e_A=-11.304$ eV;
- on-site $B$: $2c_B^2e_B=-3.312$ eV;
- short bond: $4c_Ac_Bh_s=-5.472$ eV;
- long bond: $4c_Ac_Bh_l=-2.736$ eV;
- $A$–$A$ bond: $4c_A^2h_{AA}=-1.130$ eV.

They add to $-23.95$ eV, which is $2\varepsilon$.

At $k=\pi/a$ the long-bond phase is $e^{-i\pi}=-1$. The lower state has $\varepsilon=-9.924$ eV, $c_A=0.8643$ and $c_B=0.4525$. The short bond contributes $4c_Ac_Bh_s=-6.257$ eV and the long bond $-4c_Ac_Bh_l=+3.128$ eV. The $A$–$A$ term also changes sign, to $+1.494$ eV. With the on-site terms $-14.939$ and $-3.276$ eV the sum is $-19.85$ eV, again $2\varepsilon$.

The two $A$–$B$ bonds involve the same pair of coefficients. The phase $e^{ikR}$ is what distinguishes a bond within the cell from a bond to the neighbouring cell.

## (e) The filled band

**Question.** At what energy does the long bond turn from bonding to antibonding in the lower band? What is the partition when two electrons per cell fill this band?

**Solution.** Write $w_s=h_s-\varepsilon S_s$ and $w_l=h_l-\varepsilon S_l$ for the couplings as they enter the secular problem. The second row of $(H-\varepsilon S)c=0$ is

$$(w_s+w_le^{ika})c_A+(e_B-\varepsilon)c_B=0,\qquad\text{so}\qquad c_B=-\frac{w_s+w_le^{ika}}{e_B-\varepsilon}\,c_A .$$

Multiply by $c_A^*e^{-ika}$ and take the real part. A doubly occupied state then contributes to the long bond

$$4h_l\,\mathrm{Re}\left[c_A^*c_Be^{-ika}\right]=-\frac{4h_l|c_A|^2}{e_B-\varepsilon}\,(w_l+w_s\cos ka).$$

The lower band runs from $-11.98$ to $-9.92$ eV, so $e_B-\varepsilon>0$. The contribution vanishes at $\cos ka=-w_l/w_s$. In this model both bonds have $h/S=-20$ eV, hence $w_l/w_s=S_l/S_s=1/2$ at every energy in the band, and $ka=2\pi/3$. The band energy there is $-10.68$ eV. Since $w_s$ and $w_l$ are negative in this band, states below that energy are bonding for the long bond and states above it are antibonding.

For the short bond the same steps, without the factor $e^{-ika}$, give $w_s+w_l\cos ka=w_s(1+\tfrac12\cos ka)$ in place of the last bracket. This has one sign throughout, so the short bond is bonding in the whole lower band.

The band energy rises from $k=0$ to $\pi/a$. Filling to the sign change therefore takes two thirds of the band, or $4/3$ electrons per cell, and the long-bond ICOHP is then $-1.26$ eV. Filling the rest weakens it to $-0.67$ eV. The full partition, with the populations needed in (f), is

| Term | Energy (eV per cell) | Population |
|---|---|---|
| on-site $A$ | $-12.543$ | 1.2543 |
| on-site $B$ | $-3.511$ | 0.4389 |
| short bond | $-5.530$ | 0.2765 |
| long bond | $-0.669$ | 0.0335 |
| $A$–$A$ bond | $+0.080$ | $-0.0032$ |

The energies add to $-22.174$ eV, the band energy found from the real-space eigenvalues. The short-bond ICOHP corresponds to $-533.5$ kJ/mol.

The small positive $A$–$A$ term is $4h_{AA}$ times the band average of $|c_A|^2\cos ka$. If $|c_A|^2$ were constant, this average would vanish. In fact $|c_A|^2$ is 0.565 at $k=0$ and 0.747 at $k=\pi/a$; the larger weight where the cosine is negative makes the average negative and the term positive.

If atomic-position phases are used with $B$ at $0.4a$, the matched formula of (c) again gives $-5.530$ eV for the short bond. Keeping $e^{ikR}$ with those coefficients leaves the extra factor $e^{-0.4ika}$ in each term, which is not periodic in $k$; summed over $-\pi/a<k\le\pi/a$ it gives $-5.36$ eV, which is wrong.

## (f) Moving the zero of energy

**Question.** All energies are raised by a constant $\alpha$. What happens to the partition?

**Solution.** A constant added to the Hamiltonian operator changes its matrix to $H+\alpha S$. Then $(H+\alpha S)c=(\varepsilon+\alpha)Sc$: the states stay the same and the levels move by $\alpha$. In the bond term $H_{\mu\nu}(\mathbf R)$ is replaced by $H_{\mu\nu}(\mathbf R)+\alpha S_{\mu\nu}(\mathbf R)$, so

$$\mathrm{ICOHP}'=\mathrm{ICOHP}+\alpha\,p_{AB},\qquad p_{AB}=\frac4N\sum_{n\mathbf k}^{\rm occ}\sum_{\mu\in A,\,\nu\in B}\mathrm{Re}\left[c_{\mu n}^*c_{\nu n}e^{i\mathbf k\cdot\mathbf R}S_{\mu\nu}(\mathbf R)\right].$$

Here $p_{AB}$ is the overlap population of the bond, the integral of the crystal orbital overlap population (COOP). On-site terms change in the same way with on-site populations. Because $c^\dagger Sc=1$, all populations add to the number of electrons per cell, and $E_{\rm band}$ moves by $\alpha$ times that number.

In the chain, $\alpha=10$ eV puts the $A$ level at zero. The short-bond term becomes $-5.530+10(0.2765)=-2.765$ eV, half its former value, while the band energy becomes $-22.174+20=-2.174$ eV. No relative energy has changed. With overlapping orbitals, an ICOHP therefore has a definite value only with a stated zero of energy, and comparing bonds in two crystals requires a common one. Even the sign can change: both $A$–$B$ bonds have $h/S=-20$ eV, so their COHP vanishes at $\alpha=20$ eV and reverses sign beyond it, for the same states. For orthogonal orbitals the bond populations vanish and the dependence on the zero is absent. The dependence on the choice of orbitals remains: in symmetrically orthogonalized (Löwdin) orbitals the same band energy is divided differently, and the short-bond term is $-3.96$ eV for any $\alpha$.

## (g) What the bond term measures

**Question.** Relate the ICOHP to the response of the band energy to the bond's matrix element. Is $-\mathrm{ICOHP}$ the energy needed to remove the bond?

**Solution.** Let a real parameter $h$ be the matrix element of one kind of bond, and keep $S$ fixed. For a nondegenerate level, differentiate $\varepsilon=c^\dagger Hc$:

$$\frac{d\varepsilon}{dh}=c^\dagger\frac{\partial H}{\partial h}c+\varepsilon\left(\frac{dc^\dagger}{dh}Sc+c^\dagger S\frac{dc}{dh}\right)=c^\dagger\frac{\partial H}{\partial h}c .$$

The bracket is the derivative of $c^\dagger Sc=1$ and vanishes. For a filled band separated by a gap the occupations do not change, and summation over the band gives

$$h\,\frac{\partial E_{\rm band}}{\partial h}=\mathrm{ICOHP},$$

since $h\,\partial H/\partial h$ consists of the two ordered terms of that bond. The ICOHP is thus a linear response: a 1% increase of $h$ at fixed overlap changes the band energy by 1% of the ICOHP, to first order. Equation (4) reappears as Euler's theorem, because multiplying all of $H$ by $\lambda>0$ multiplies $E_{\rm band}$ by $\lambda$.

Removing the bond is a large change. Consider first $h\to0$ in every cell at fixed $S$. Use the old occupied orbitals $v_j$ as trial orbitals for the new Hamiltonian $H_0$, whose orthonormal eigenvectors $x_i$ have energies $\epsilon_i$. With $v_j=\sum_iu_{ij}x_i$,

$$2\sum_jv_j^\dagger H_0v_j=2\sum_iq_i\epsilon_i,\qquad q_i=\sum_j|u_{ij}|^2 .$$

Orthonormality gives $0\le q_i\le1$, and the $q_i$ add to the number of occupied orbitals. Such a sum cannot lie below the energy of the lowest levels filled in order. Per cell, the left side is the old band energy without the bond term, so

$$E_{\rm band}(h=0)\le E_{\rm band}-\mathrm{ICOHP}.$$

At fixed overlap, the cost of removing $h$ is at most $-\mathrm{ICOHP}$. A symmetric two-atom molecule with orthogonal orbitals reaches this limit. Its bonding level is $e+h$ with $h<0$ and $c_A=c_B=1/\sqrt2$, so $\mathrm{ICOHP}=4\cdot\tfrac12h=2h$, and removal raises the energy from $2(e+h)$ to $2e$.

The chain is far from the limit. Setting $h_s=0$ but keeping $S_s=0.2$ changes the band energy by $-1.08$ eV: the energy falls. The coupling $w_s=h_s-\varepsilon S_s$ indicates why. At $\varepsilon=-11$ eV it was $-4+2.2=-1.8$ eV, and without $h_s$ it is $+2.2$ eV, larger in magnitude. The secular determinant is $(H_{AA}-\varepsilon S_{AA})(e_B-\varepsilon)-|w_s+w_le^{ika}|^2$, which is negative only between its two roots. Wherever the last term grows at the old root, the determinant becomes negative there and the lower root moves down. At fixed $\varepsilon$ the average of that term over $k$ is $w_s^2+w_l^2$, which grows when $|\varepsilon S_s|>|h_s-\varepsilon S_s|$, that is for $\varepsilon<-10$ eV, all of the band except its top 0.08 eV. The growth is not uniform in $k$: $w_l$ stays negative while $w_s$ has become positive, so the term shrinks near $k=0$, where the root rises, and grows towards $k=\pi/a$, where the root falls. The root moves by $+0.85$ eV at $k=0$ and by $-2.10$ eV at $k=\pi/a$, and the $-1.08$ eV is the net result. The larger magnitude of $w_s$ is only part of it: with $h_s=-0.4$ eV, where $w_s=+1.8$ eV at $\varepsilon=-11$ eV has the old magnitude and the opposite sign, the band energy already falls by 0.31 eV. Deleting $h_s$ alone does not remove the direct coupling $w_s$ between the atoms. It is also an operation that depends on the zero of energy: after a shift $\alpha$, setting $h_s+\alpha S_s=0$ means $h_s=-\alpha S_s$ on the original scale, so the value $-1.08$ eV belongs to the zero used here.

Removing $h_s$ and $S_s$ together does remove this direct coupling (the atoms remain linked indirectly through the $A$–$A$ and long bonds), and costs 1.40 eV per cell. This cost does not depend on the zero of energy, since the energies before and after removal move by the same amount. The corresponding $-\mathrm{ICOHP}$ is 5.53 eV with the original zero and 2.76 eV with the $A$ level at zero. Neither is the removal energy. The ICOHP says how much of the band energy is carried by a bond's matrix element in the given states, for the given orbitals and zero of energy; the energy of breaking the bond has to be found from a second calculation, in which the states adjust.

## Numbers as computed

```
MODEL CHAIN: H element (eV), overlap
  on-site A: -10.0 eV, 1.00
  on-site B: -8.0 eV, 1.00
  short A-B bond: -4.0 eV, 0.20
  long A-B bond: -2.0 eV, 0.10
  A-A bond: -0.5 eV, 0.02
k points = cells in ring: 199; electrons per cell: 2
lower band: -11.9773 to -9.9247 eV
upper band: -7.2121 to -4.5700 eV
PARTITION: energy term (eV per cell), electron population
  on-site A: -12.5434 eV, 1.25434
  on-site B: -3.5112 eV, 0.43890
  short A-B bond: -5.5298 eV, 0.27649
  long A-B bond: -0.6693 eV, 0.03346
  A-A bond: 0.0798 eV, -0.00319
sum of the five energy terms: -22.1738 eV
band energy from ring eigenvalues: -22.1738 eV
short-bond ICOHP: -533.5 kJ/mol
largest change from 101 to 199 k points: 7.1e-15 eV
LOWER STATE AT k = 0, two electrons
  H_AA, H_AB: -11.00, -6.00 eV; S_AA, S_AB: 1.04, 0.30
  energy -11.9773 eV; c_A 0.75180, c_B 0.45494
  on-site A, B: -11.3042, -3.3115 eV
  short, long, A-A: -5.4724, -2.7362, -1.1304 eV
  sum of terms: -23.9547 eV
LOWER STATE AT k = pi/a, two electrons
  H_AA, H_AB: -9.00, -2.00 eV; S_AA, S_AB: 0.96, 0.10
  energy -9.9245 eV; c_A 0.86425, c_B 0.45248
  on-site A, B: -14.9387, -3.2757 eV
  short, long, A-A: -6.2569, 3.1284, 1.4939 eV
  sum of terms: -19.8490 eV
SIGN CHANGE OF THE LONG-BOND COHP IN THE LOWER BAND
  ka = 2.09440 rad, cos(ka) = -0.5000, energy -10.6838 eV
  electrons per cell below it: 1.333
  long-bond ICOHP up to it: -1.2639 eV
BROADENED COHP at -11.0 eV, half-width 0.2 eV (eV per eV)
  short, long, k formula: -1.6591, -0.2584
  short, long, resolvent: -1.6591, -0.2584
ENERGIES RAISED BY 10.0 eV
  short, long, A-A H elements: -2.0, -1.0, -0.3 eV
  on-site A, B: 0.0000, 0.8778 eV
  short, long, A-A: -2.7649, -0.3346, 0.0479 eV
  band energy: -2.1738 eV
ATOMIC-POSITION PHASES, B at 0.4 a: short-bond ICOHP
  matched phase -5.5298 eV; mismatched phase -5.359 eV
COST OF REMOVING THE SHORT BOND (eV per cell)
  H element only, overlap kept: -1.0794 eV
  H element and overlap: 1.3955 eV
RANDOM 2D LATTICE, 5 x 4 cells: largest pair-term deviation below 1e-9 eV: True
  sum of terms -11.918820 eV; band energy -11.918820 eV
```
